# Galitskii–Migdal energy in DMFT: double occupancy and Bethe-lattice kinetic energy: a program that tests the result

```python
"""
Result under test (DMFT for the one-band Hubbard model, k_B = hbar = 1):
  U d = T sum_n exp(i w_n 0+) Sigma(i w_n) G(i w_n)       for either spin
  K   = 2 t^2 T sum_n G(i w_n)^2       paramagnetic Bethe lattice, both spins
Symbols: d double occupancy, U repulsion, T temperature, G local Green function,
Sigma self-energy including its Hartree part, K kinetic energy per site,
t Bethe hopping scale (half-bandwidth 2t), w_n = (2n+1) pi T.
All energies are in units of t. The impurity is orbital 0 of each matrix h.
"""
import numpy as np
from scipy.optimize import least_squares

t = 1.0


def frequencies(T, count):
    return (2 * np.arange(count) + 1) * np.pi * T


def matsubara_sum(values, w, T, c):
    """Sum over both signs of w for a summand whose even tail is -c/w^2."""
    return 2 * T * np.sum(np.real(values) + c / w**2) - c / (4 * T)


def bethe_green(zeta):
    return 2 / (zeta + np.sqrt(zeta - 2 * t) * np.sqrt(zeta + 2 * t))


# Quadrature for the semicircular density of states
M = 500
theta = np.arange(1, M + 1) * np.pi / (M + 1)
band = 2 * t * np.cos(theta)
band_weight = 2 / (M + 1) * np.sin(theta)**2


def annihilators(L):
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    result = []
    for i in range(L):
        op = np.eye(1)
        for j in range(L):
            factor = parity if j < i else lower if j == i else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def solve_impurity(h_up, h_dn, U, T):
    """Exact thermal averages and Lehmann representation of G for spin up."""
    L = len(h_up)
    c = annihilators(L)

    def many_body(h):
        return sum(h[i, j] * c[i].T @ c[j]
                   for i in range(L) for j in range(L) if h[i, j] != 0)

    coupling = np.zeros_like(h_up)
    coupling[0, 1:] = h_up[0, 1:]
    coupling[1:, 0] = h_up[1:, 0]
    Hu, Hd, Y = many_body(h_up), many_body(h_dn), many_body(coupling)
    occupation = np.diag(c[0].T @ c[0])
    number = np.rint(np.diag(sum(x.T @ x for x in c))).astype(int)
    sector = [np.flatnonzero(number == q) for q in range(L + 1)]
    eig = {}
    for a, ia in enumerate(sector):
        for b, ib in enumerate(sector):
            H = np.kron(Hu[np.ix_(ia, ia)], np.eye(len(ib)))
            H += np.kron(np.eye(len(ia)), Hd[np.ix_(ib, ib)])
            H += U * np.diag(np.kron(occupation[ia], occupation[ib]))
            eig[a, b] = np.linalg.eigh(H)
    ground = min(E[0] for E, V in eig.values())
    Z = sum(np.exp(-(E - ground) / T).sum() for E, V in eig.values())
    weight = {k: np.exp(-(E - ground) / T) / Z for k, (E, V) in eig.items()}
    average = dict(d=0., n_up=0., n_dn=0., hyb_up=0.)
    poles, residues = [], []
    for (a, b), (E, V) in eig.items():
        ia, ib = sector[a], sector[b]
        p = V**2 @ weight[a, b]
        nu = np.kron(occupation[ia], np.ones(len(ib)))
        nd = np.kron(np.ones(len(ia)), occupation[ib])
        average['d'] += p @ (nu * nd)
        average['n_up'] += p @ nu
        average['n_dn'] += p @ nd
        O = np.kron(Y[np.ix_(ia, ia)], np.eye(len(ib)))
        average['hyb_up'] += np.sum(V * (O @ V), axis=0) @ weight[a, b]
        if a < L:
            E1, V1 = eig[a + 1, b]
            C = np.kron(c[0][np.ix_(ia, sector[a + 1])], np.eye(len(ib)))
            amplitude = V.T @ C @ V1
            r = amplitude**2 * (weight[a, b][:, None] + weight[a + 1, b])
            x = E1[None, :] - E[:, None]
            keep = r > 1e-17
            poles.append(x[keep])
            residues.append(r[keep])
    x, r = np.concatenate(poles), np.concatenate(residues)
    x, inverse = np.unique(np.round(x, 10), return_inverse=True)
    r = np.bincount(inverse.ravel(), weights=r)
    assert abs(r.sum() - 1) < 1e-10
    return average, x, r


def green_from_poles(w, x, r):
    return np.array([np.sum(r / (1j * v - x)) for v in w])


def hybridization(w, h):
    return np.sum(h[0, 1:]**2 / (1j * w[:, None] - np.diag(h)[1:]), axis=1)


# Spin-polarized impurity away from half filling: identities for each spin
T_test, U_test = 0.2, 2.5
w_test = frequencies(T_test, 1200)
h_a = np.array([[-0.9, 0.6, 0.8], [0.6, -0.7, 0.], [0.8, 0., 1.1]])
h_b = h_a.copy()
h_b[0, 0] = -1.3
worst_ud = worst_hyb = 0.
for h, other in ((h_a, h_b), (h_b, h_a)):
    av, x, r = solve_impurity(h, other, U_test, T_test)
    G = green_from_poles(w_test, x, r)
    Delta = hybridization(w_test, h)
    Sigma = 1j * w_test - h[0, 0] - Delta - 1 / G
    n, m = av['n_up'], av['n_dn']
    corr = matsubara_sum((Sigma - U_test * m) * G, w_test, T_test,
                         U_test**2 * m * (1 - m))
    worst_ud = max(worst_ud, abs(U_test * (n * m - av['d']) + corr))
    hyb = 2 * matsubara_sum(Delta * G, w_test, T_test, np.sum(h[0, 1:]**2))
    worst_hyb = max(worst_hyb, abs(hyb - av['hyb_up']))
    # Bethe identity with this frequency-dependent complex self-energy
    zeta = 1j * w_test[:100] + 0.7 - Sigma[:100]
    moment = np.sum(band_weight * band / (zeta[:, None] - band), axis=1)
    assert np.allclose(moment, t**2 * bethe_green(zeta)**2, atol=1e-9)
assert worst_ud < 1e-6 and worst_hyb < 1e-6

# Free electrons away from half filling against the Fermi integral
mu_free = 0.4
G = bethe_green(1j * w_test + mu_free)
K_sum = 2 * t**2 * matsubara_sum(G**2, w_test, T_test, 1.)
fermi = 1 / (np.exp((band - mu_free) / T_test) + 1)
K_fermi = 2 * np.sum(band_weight * band * fermi)
assert abs(K_sum - K_fermi) < 1e-7

# Second order in U at half filling against thermodynamic derivatives
gl_x, gl_w = np.polynomial.legendre.leggauss(600)


def free_time_green(T):
    tau = (gl_x + 1) / (2 * T)
    g = np.exp(-tau[:, None] * band) / (1 + np.exp(-band / T)) @ band_weight
    return tau, gl_w / (2 * T), g


def phi(T):
    tau, dtau, g = free_time_green(T)
    return -0.5 * np.sum(dtau * g**4)


T2 = 0.3
w2 = frequencies(T2, 160)
tau, dtau, g = free_time_green(T2)
sigma2 = -1j * np.sin(w2[:, None] * tau) @ (dtau * g**3)
ud2 = matsubara_sum(sigma2 * bethe_green(1j * w2), w2, T2, 0.25)
assert abs(ud2 - 2 * phi(T2)) < 1e-6


def kinetic_second_order(strength):
    G = bethe_green(1j * w2 - strength * sigma2)
    return 2 * t**2 * matsubara_sum(G**2, w2, T2, 1.)


step = 1e-4
k2 = (kinetic_second_order(step) - kinetic_second_order(-step)) / (2 * step)
phi_slope = (phi(T2 + 2e-4) - phi(T2 - 2e-4)) / 4e-4
k2_thermo = -phi(T2) - T2 * phi_slope
assert abs(k2 - k2_thermo) < 2e-6

# Worked example: half-filled DMFT with four bath levels
U, T = 3.0, 0.2
w = frequencies(T, 800)
fit_w = w[:80]


def bath_matrix(p):
    e1, e2, angle = p
    v1, v2 = t * np.cos(angle) / np.sqrt(2), t * np.sin(angle) / np.sqrt(2)
    h = np.diag([-U / 2, e1, -e1, e2, -e2])
    h[0, 1:] = h[1:, 0] = [v1, v1, v2, v2]
    return h


parameters = np.array([0.3, 1.5, np.pi / 4])
for iteration in range(1, 51):
    h = bath_matrix(parameters)
    av, x, r = solve_impurity(h, h, U, T)
    target = t**2 * green_from_poles(fit_w, x, r)

    def misfit(p):
        return np.imag(hybridization(fit_w, bath_matrix(p)) - target) / fit_w

    new = least_squares(misfit, parameters, xtol=1e-12, ftol=1e-12,
                        gtol=1e-12).x
    change = np.max(abs(hybridization(fit_w, bath_matrix(new))
                        - hybridization(fit_w, h)))
    if change < 1e-7:
        break
    parameters = new
assert change < 1e-5

G = green_from_poles(w, x, r)
Delta = hybridization(w, h)
Sigma = 1j * w + U / 2 - Delta - 1 / G
n = av['n_up']
assert abs(n - 0.5) < 1e-9
corr = matsubara_sum((Sigma - U * n) * G, w, T, U**2 * n * (1 - n))
Ud = U * n * n + corr
assert abs(Ud - U * av['d']) < 1e-6
no_factor = matsubara_sum(Sigma * G, w, T, U**2 / 4)
assert abs(no_factor - U * (av['d'] - 0.25)) < 1e-6
K = 2 * t**2 * matsubara_sum(G**2, w, T, 1.)
K_hyb = av['hyb_up']  # two spins times one half of the energy per spin
zeta = 1j * w + U / 2 - Sigma
G_lat = bethe_green(zeta)
K_lat = 2 * t**2 * matsubara_sum(G_lat**2, w, T, 1.)
moment = np.sum(band_weight * band / (zeta[:, None] - band), axis=1)
K_quad = 2 * matsubara_sum(moment, w, T, t**2)
assert abs(K_lat - K_quad) < 1e-7
# These differ only through the finite bath, hence the looser tolerance
assert abs(K - K_hyb) < 0.02 and abs(K - K_lat) < 0.02
K0 = 2 * np.sum(band_weight * band / (np.exp(band / T) + 1))
cut = 50
raw_corr = 2 * T * np.sum(np.real((Sigma - U * n) * G)[:cut])
raw_K = 4 * t**2 * T * np.sum(np.real(G**2)[:cut])
tail_corr = matsubara_sum(((Sigma - U * n) * G)[:cut], w[:cut], T, U**2 / 4)
tail_K = 2 * t**2 * matsubara_sum(G[:cut]**2, w[:cut], T, 1.)

print("TESTS (energies in t)")
print(f"polarized impurity: largest error of U d          {worst_ud:.1e} t")
print(f"polarized impurity: largest error of hyb. energy  {worst_hyb:.1e} t")
print(f"free band, mu={mu_free} t, T={T_test} t: K from G^2 sum {K_sum:.7f} t")
print(f"free band: K from Fermi integral          {K_fermi:.7f} t")
print(f"second order, T={T2} t: Phi                {phi(T2):.7f} 1/t")
print(f"U(d-1/4)/U^2 from Sigma G sum             {ud2:.7f} 1/t")
print(f"U(d-1/4)/U^2 from 2 Phi                   {2*phi(T2):.7f} 1/t")
print(f"(K-K0)/U^2 from G^2 sum                   {k2:.7f} 1/t")
print(f"(K-K0)/U^2 from -(Phi+T dPhi/dT)          {k2_thermo:.7f} 1/t")
print("WORKED EXAMPLE, half filling")
print(f"t = {t:.1f} (energy unit), U = {U:.1f} t, T = {T:.1f} t, mu = {U/2:.1f} t")
print(f"DMFT iterations {iteration}, last change of Delta {change:.1e} t")
print(f"bath energies +/- {abs(h[1,1]):.5f} t and +/- {abs(h[3,3]):.5f} t")
print(f"bath couplings {abs(h[0,1]):.5f} t and {abs(h[0,3]):.5f} t")
print(f"largest |Delta - t^2 G| at fitted frequencies "
      f"{np.max(abs(Delta[:80] - t**2 * G[:80])):.5f} t")
print("n, w_n [t], Im G [1/t], Im Sigma [t], (Sigma-U/2)G [1], G^2 [1/t^2]")
for k in range(3):
    print(f"{k} {w[k]:.5f} {G[k].imag:.5f} {Sigma[k].imag:.5f} "
          f"{((Sigma[k]-U/2)*G[k]).real:.5f} {(G[k]**2).real:.5f}")
print(f"positive frequencies used in final sums   {len(w)}")
print(f"Hartree part U n_up n_dn                  {U*n*n:.6f} t")
print(f"correlation sum T sum (Sigma-U/2)G        {corr:.6f} t")
print(f"U d from Matsubara sum                    {Ud:.6f} t")
print(f"U d from exact thermal average            {U*av['d']:.6f} t")
print(f"double occupancy d                        {av['d']:.6f}")
print(f"Sigma G sum without convergence factor    {no_factor:.6f} t")
print(f"{cut} positive freq., correlation sum, no tail {raw_corr:.6f} t")
print(f"{cut} positive freq., correlation sum, tail    {tail_corr:.6f} t")
print(f"{cut} positive freq., K, no tail               {raw_K:.6f} t")
print(f"{cut} positive freq., K, tail                  {tail_K:.6f} t")
print(f"K = 2 t^2 T sum G^2, impurity G           {K:.6f} t")
print(f"K from half the hybridization energy      {K_hyb:.6f} t")
print(f"K = 2 t^2 T sum G^2, lattice G            {K_lat:.6f} t")
print(f"K from band quadrature, lattice G         {K_quad:.6f} t")
print(f"total energy E = K + U d, impurity G      {K+Ud:.6f} t")
print(f"free kinetic energy K0 at same T          {K0:.6f} t")
print(f"uncorrelated energy K0 + U/4              {K0+U/4:.6f} t")
print(f"kinetic cost K - K0                       {K-K0:.6f} t")
print(f"interaction gain U(d - 1/4)               {Ud-U/4:.6f} t")
print("all tests passed")
```

Output:

```
TESTS (energies in t)
polarized impurity: largest error of U d          3.8e-10 t
polarized impurity: largest error of hyb. energy  2.8e-10 t
free band, mu=0.4 t, T=0.2 t: K from G^2 sum -0.7608384 t
free band: K from Fermi integral          -0.7608384 t
second order, T=0.3 t: Phi                -0.0258615 1/t
U(d-1/4)/U^2 from Sigma G sum             -0.0517230 1/t
U(d-1/4)/U^2 from 2 Phi                   -0.0517230 1/t
(K-K0)/U^2 from G^2 sum                   0.0316081 1/t
(K-K0)/U^2 from -(Phi+T dPhi/dT)          0.0316081 1/t
WORKED EXAMPLE, half filling
t = 1.0 (energy unit), U = 3.0 t, T = 0.2 t, mu = 1.5 t
DMFT iterations 6, last change of Delta 7.5e-08 t
bath energies +/- 0.47315 t and +/- 2.40330 t
bath couplings 0.49720 t and 0.50279 t
largest |Delta - t^2 G| at fitted frequencies 0.00037 t
n, w_n [t], Im G [1/t], Im Sigma [t], (Sigma-U/2)G [1], G^2 [1/t^2]
0 0.62832 -0.55361 -0.62438 -0.34567 -0.30649
1 1.88496 -0.34889 -0.63237 -0.22063 -0.12172
2 3.14159 -0.25560 -0.51530 -0.13171 -0.06533
positive frequencies used in final sums   800
Hartree part U n_up n_dn                  0.750000 t
correlation sum T sum (Sigma-U/2)G        -0.441910 t
U d from Matsubara sum                    0.308090 t
U d from exact thermal average            0.308090 t
double occupancy d                        0.102697
Sigma G sum without convergence factor    -0.441910 t
50 positive freq., correlation sum, no tail -0.430520 t
50 positive freq., correlation sum, tail    -0.441918 t
50 positive freq., K, no tail               -0.533712 t
50 positive freq., K, tail                  -0.543844 t
K = 2 t^2 T sum G^2, impurity G           -0.543838 t
K from half the hybridization energy      -0.544002 t
K = 2 t^2 T sum G^2, lattice G            -0.543843 t
K from band quadrature, lattice G         -0.543843 t
total energy E = K + U d, impurity G      -0.235748 t
free kinetic energy K0 at same T          -0.808486 t
uncorrelated energy K0 + U/4              -0.058486 t
kinetic cost K - K0                       0.264648 t
interaction gain U(d - 1/4)               -0.441910 t
all tests passed
```
